# Effective Temperature of Hopping Electrons in a Strong Electric Field

## Problem

In an amorphous semiconductor, electrons hop between localized states whose wave amplitudes decay as $e^{-r/a}$. The lattice is at temperature $T$ and a uniform field of magnitude $F$ acts on the electrons. The Marianer-Shklovskii interpolation assigns to the electrons in the band tail an effective temperature

$$
T_{\rm eff}=\left[T^2+\left(\gamma\,\frac{eFa}{k}\right)^2\right]^{1/2},\qquad \gamma=0.67 .
$$

Here $e>0$ is the elementary charge and $k$ is Boltzmann's constant. The exponent 2 and the coefficient 0.67 are empirical inputs.

Take $F=50$ V/µm, $a=1$ nm and $T=300$ K.

1. Find $T_{\rm eff}$. At what field do lattice and field contribute equally, and how sensitive is the result to $F$ and $a$?
2. Explain why a field can act like a temperature. For a density of states $g(E)\propto e^{E/E_0}$, derive the occupation of the tail from a spatially averaged rate balance.
3. Evaluate this balance for $E_0=50$ meV and compare it with the interpolation.
4. Estimate the main effects left out, for a trap 0.30 eV deep in a film 50 nm thick. Use relative permittivity 15, thermal conductivity 0.2 W/(m K) and current density $10^4$ A/cm².

## Solution

### 1. The effective temperature

Over the distance $a$ the field supplies the energy

$$
eFa=e(5.0\times10^7\ {\rm V/m})(1.0\times10^{-9}\ {\rm m})=0.050\ {\rm eV}.
$$

Division by $k$ gives $eFa/k=580.2$ K. The field term is therefore

$$
T_F=0.67\times580.2\ {\rm K}=388.8\ {\rm K},
$$

and

$$
T_{\rm eff}=\sqrt{300^2+388.8^2}\ {\rm K}\approx491\ {\rm K},
\qquad kT_{\rm eff}\approx42.3\ {\rm meV}.
$$

The lattice remains at 300 K. The higher temperature describes how the electrons occupy the tail states.

For $T_F\ll T$ the formula returns $T$, and for $T_F\gg T$ it returns $T_F$, which is proportional to the field. The two terms are equal when $\gamma eF_*a=kT$, so

$$
F_*=\frac{kT}{\gamma ea}=38.6\ {\rm V/\mu m}.
$$

At that field $T_{\rm eff}=\sqrt2\,T$. The example lies somewhat above it, so neither term may be dropped.

To find the sensitivity, differentiate $T_{\rm eff}^2=T^2+T_F^2$ at fixed $T$. Since $T_F\propto F$, we have $dT_F=T_F\,d\ln F$, and

$$
2T_{\rm eff}\,dT_{\rm eff}=2T_F^2\,d\ln F
\quad\Longrightarrow\quad
\frac{d\ln T_{\rm eff}}{d\ln F}=\left(\frac{T_F}{T_{\rm eff}}\right)^2=0.627 .
$$

The same value holds for $a$, because $F$ and $a$ enter as a product. With field and lattice temperature fixed, $a=0.8$ nm gives 432 K and $a=1.2$ nm gives 555 K.

The definition of $a$ matters too. If 1 nm were the decay length of the probability density, $|\psi|^2\propto e^{-r/(1\,{\rm nm})}$, the amplitude would decay over 2 nm. The formula would then need $a=2$ nm and would give 833 K.

### 2. Why a field acts like a temperature

The tunnelling rate follows the square of an overlap proportional to $e^{-r/a}$, so it contains $e^{-2r/a}$. Let $w$ be the rise in site energy during a hop, not counting the field, and let $x$ be the displacement along the electric force. The energy needed from the lattice is $w-eFx$.

An electron can thus climb by $w>0$ without absorbing a phonon if it moves at least $x=w/(eF)$ along the force. For the shortest such hop the tunnelling factor is

$$
e^{-2x/a}=\exp\left(-\frac{w}{eFa/2}\right).
$$

This resembles a Boltzmann factor with thermal energy $eFa/2$. It gives the scale of the effect, but an occupation requires a balance of all hops.

**The averaged rate.** Write $\beta=1/(kT)$. The Miller-Abrahams rate is proportional to

$$
e^{-2r/a}\min\left\{1,e^{-\beta(w-eFx)}\right\}.
$$

Assume that site positions are random and independent of site energies, and replace the individual sites by their average density. The rate for an energy change $w$ is then governed by

$$
K(w)=\int d^3r\,e^{-2r/a}\min\left\{1,e^{-\beta(w-eFx)}\right\}.
$$

Consider energies well above the Fermi level, where the occupation $f$ is much less than one and almost every target state is empty. Equating the rates of leaving and entering a state at $E$ gives

$$
f(E)\int g(E+w)K(w)\,dw=\int g(E-w)f(E-w)K(w)\,dw .
$$

Set $q=1/E_0$, so that $g\propto e^{qE}$, and try $f\propto e^{-sE}$. Both sides contain the factor $e^{(q-s)E}$. Cancelling it leaves

$$
L(q)=L(p),\qquad p=s-q,\qquad L(p)=\int_{-\infty}^{\infty}e^{pw}K(w)\,dw .
$$

**The integral over energy.** Put $w=eFx+v$. The factor $e^{pw}$ splits into $e^{peFx}e^{pv}$, and for $0<p<\beta$

$$
\int_{-\infty}^{0}e^{pv}dv+\int_0^\infty e^{-(\beta-p)v}dv
=\frac1p+\frac1{\beta-p}=\frac{\beta}{p(\beta-p)} .
$$

**The integral over position.** In a plane at fixed $x$, let $\rho$ be the distance from the axis. Since $r^2=x^2+\rho^2$, $\rho\,d\rho=r\,dr$, and

$$
\int_0^\infty2\pi\rho\,e^{-2r/a}d\rho
=2\pi\int_{|x|}^{\infty}r e^{-2r/a}dr
=\pi a\left(|x|+\frac a2\right)e^{-2|x|/a}.
$$

Let $\kappa=2/a$ and $c=peF$, with $c<\kappa$ for convergence. Integrating over positive and negative $x$ gives

$$
\begin{aligned}
&\pi a\left[\frac1{(\kappa-c)^2}+\frac1{(\kappa+c)^2}
+\frac1\kappa\left(\frac1{\kappa-c}+\frac1{\kappa+c}\right)\right]\\
&=\pi a\left[\frac{2(\kappa^2+c^2)}{(\kappa^2-c^2)^2}
+\frac{2}{\kappa^2-c^2}\right]
=\frac{4\pi a\kappa^2}{(\kappa^2-c^2)^2}
=\frac{16\pi a^3}{[4-(peFa)^2]^2}.
\end{aligned}
$$

The product of the two integrals is $L(p)=16\pi a^3\beta/D(p)$, where

$$
D(p)=p(\beta-p)\left[4-(peFa)^2\right]^2 .
$$

The stationary condition is therefore $D(p)=D(q)$, with $p$ and $q$ both between zero and the smaller of $\beta$ and $2/(eFa)$. For $q$ this means that $E_0$ must exceed both $kT$ and $eFa/2$.

**Choosing the root.** On this interval $\ln D$ is a sum of concave functions, and $D$ vanishes at both ends. It has a single peak. Unless $q$ lies at the peak, there are two roots: $p=q$ and one on the other side.

To choose between them, count electrons crossing a given energy $E$. The number of electrons per unit energy is $n=gf\propto e^{-pE}$. A pair of levels at $E'$ and $E'+w$, with $w>0$, contributes a net upward flow proportional to

$$
e^{(q-p)E'}\left[e^{qw}K(w)-e^{-pw}K(-w)\right].
$$

The pairs that straddle $E$ have $E-w<E'<E$. Summing over them gives a total flow proportional to $e^{(q-p)E}$. In a stationary state the flow cannot depend on $E$, so for $p\ne q$ it must vanish.

For $p=q$, the integral over $E'$ supplies a factor $w$, and the flow is proportional to

$$
\int_{-\infty}^{\infty}w e^{qw}K(w)\,dw=L'(q),
$$

which is nonzero away from the peak of $D$. That solution needs a source of electrons at one end of the energy range and a sink at the other. A closed system has neither, so it takes the other root. Since $s=p+q$,

$$
kT_{\rm bal}=\frac1{p+q}.
$$

**Zero and weak field.** At $F=0$, $D=16p(\beta-p)$. The second root is $p=\beta-q$, hence $s=\beta$ and $T_{\rm bal}=T$, as equilibrium requires.

For a weak field, expand the logarithm to order $F^2$:

$$
\ln D\simeq\ln p+\ln(\beta-p)+2\ln4-\tfrac12(peFa)^2 .
$$

Set $p=\beta-q+\delta$. To first order in $\delta$, the condition $\ln D(p)=\ln D(q)$ becomes

$$
\delta\left(\frac1{\beta-q}-\frac1q\right)
=\frac{(eFa)^2}{2}\left[(\beta-q)^2-q^2\right].
$$

The left bracket equals $(2q-\beta)/[q(\beta-q)]$, and the right bracket equals $\beta(\beta-2q)$. Thus

$$
\delta=-\tfrac12(eFa)^2\beta q(\beta-q).
$$

The value at $\beta=2q$ follows by continuity. Since $s=\beta+\delta$ and $T_{\rm bal}/T=\beta/s$,

$$
T_{\rm bal}\simeq T\left[1+\tfrac12(eFa)^2q(\beta-q)\right].
$$

The interpolation expands to $T[1+\tfrac12\gamma^2(eFa)^2\beta^2]$. Both corrections are quadratic in the field, and equating them gives the weak-field coefficient of the balance:

$$
\gamma_{\rm weak}=\sqrt{\frac{kT}{E_0}\left(1-\frac{kT}{E_0}\right)}\le\frac12 .
$$

The averaged balance thus supports a quadratic onset, but its coefficient depends on the tail width and stays below 0.67 in this limit.

**A very wide tail.** As $E_0\to\infty$, $q$ and $D(q)$ tend to zero. The other root moves to the upper end of its interval, so $kT_{\rm bal}$ tends to the larger of $kT$ and $eFa/2$. This recovers the simple tunnelling estimate at high field.

### 3. Numerical comparison

For the example, $\beta=38.7$ eV$^{-1}$ and $q=20$ eV$^{-1}$. Solving $D(p)=D(q)$ numerically gives $p=7.1$ eV$^{-1}$, and so

$$
T_{\rm bal}=\frac1{k(p+q)}\approx428\ {\rm K}.
$$

The exponential trial solution can be compared with a direct calculation. Divide an energy range of 1 eV into 401 levels, integrate $K(w)$ numerically, and solve the linear equations for the stationary populations. The slope of $\ln f$ between 0.4 and 0.6 eV above the bottom gives 428.6 K, against 428.3 K from the root. The rejected root $p=q$ would give $E_0/(2k)=290$ K.

To compare with the interpolation, define an implied coefficient by

$$
\gamma_{\rm bal}=\frac{k\sqrt{T_{\rm bal}^2-T^2}}{eFa}.
$$

With $E_0$ and $a$ held fixed, the balance gives:

| $T$ (K) | $F$ (V/µm) | $T_{\rm bal}$ (K) | $\gamma_{\rm bal}$ |
|---:|---:|---:|---:|
| 300 | 25 | 336 | 0.52 |
| 300 | 50 | 428 | 0.53 |
| 30 | 50 | 331 | 0.57 |

The last row shows that the field keeps the electrons far above the lattice temperature even when the lattice is cold.

At 300 K and 50 V/µm the interpolation lies 63 K above the balance. The balance supports the mechanism and its rough scale, but does not derive the coefficient 0.67. Its 428 K is the slope deep in an unbounded tail. Where the tail ends, the slope changes: in the 1 eV calculation above, with no states beyond the top of the range, the slope between 0.05 and 0.2 eV below the top gives about 463 K, which removes more than half of the difference. The balance also omits the correlations between successive hops and the percolation paths formed by individual sites. The density of sites also cancels from it, whereas in a real network the typical hop length, and with it the occupation, can depend on that density. Whether these account for the difference is not settled by this calculation. The answer of 491 K is the value of the stated interpolation, and its last digit should not be read as physical accuracy.

The tail width also limits the use of the result. With $f\propto e^{-E/(kT_{\rm eff})}$, the population $gf$ falls with energy if $kT_{\rm eff}<E_0$. Here 42.3 meV is below 50 meV, but by so little that the population falls by a factor $e$ only over $1/[1/(kT_{\rm eff})-1/E_0]\approx275$ meV. It is spread over much of the tail, and states outside the exponential part can matter already at this field. Above about 64 V/µm the interpolation gives $kT_{\rm eff}>E_0$, and the population would rise with energy throughout the exponential tail. The balance does not show this: its root has $p>0$, so $kT_{\rm bal}$ stays below $E_0$ up to the limit $F=2E_0/(ea)=100$ V/µm. At 64 V/µm it gives 486 K against 581 K from the interpolation, and the gap widens at higher fields.

### 4. Effects left out

**Thermal activation from the trap.** If the prefactor is unchanged and the Boltzmann form extends over the full trap depth $\Delta=0.30$ eV, raising the temperature from $T$ to $T_{\rm eff}$ increases the activated factor by

$$
\exp\left[\frac{\Delta}{k}\left(\frac1T-\frac1{T_{\rm eff}}\right)\right]\approx91 .
$$

This is the reference for the other effects. It depends strongly on the temperature used: the 428 K of the balance would give a factor of about 32.

**Barrier lowering.** If the empty trap is positively charged, the electron's potential energy along the force is

$$
U(r)=-\frac{e^2}{4\pi\epsilon r}-eFr,
$$

where $\epsilon$ is the permittivity. Setting $dU/dr=0$ gives $r^2=e/(4\pi\epsilon F)$. The two terms are then equal, and the barrier top is lowered by

$$
\Delta_{\rm PF}=2\sqrt{\frac{e^3F}{4\pi\epsilon}}
=\sqrt{\frac{e^3F}{\pi\epsilon}}\approx139\ {\rm meV}.
$$

This Poole-Frenkel lowering is nearly half the trap depth. For escape along the force it raises the activated factor at 300 K by about 210. Other directions gain less. If the lowering at an angle $\vartheta$ to the force is $\Delta_{\rm PF}\sqrt{\cos\vartheta}$ in the forward half-space and zero in the backward one, the average over directions is a factor of about 33. This is a large effect, but it need not exceed that of the effective temperature. The two gains cannot simply be multiplied: at $T_{\rm eff}$ the same lowering gives only about 26 along the force and 6 on average. The barrier top lies 1.4 nm from the charge, close to the localization length, so this point-charge estimate is rough. It alters the barrier, not $T_{\rm eff}$. A trap that is neutral when empty lacks this Coulomb term.

**Direct tunnelling.** Without the Coulomb term the barrier is a triangle of width $\Delta/(eF)=6$ nm. With the free-electron mass $m$, the semiclassical exponent is

$$
\frac{2}{\hbar}\int_0^{\Delta/(eF)}\sqrt{2m(\Delta-eFx)}\,dx
=\frac{4\sqrt{2m}\,\Delta^{3/2}}{3\hbar eF}\approx22.4 .
$$

The tunnelling factor is about $2\times10^{-10}$, compared with $8\times10^{-4}$ for activation at $T_{\rm eff}$. These factors exclude the attempt rates.

The free-electron mass, however, does not fit this trap. Outside a trap of depth $\Delta$ the amplitude decays over $\hbar/\sqrt{2m\Delta}$, which is only 0.36 nm for that mass. A decay length $a=1$ nm requires a mass of about $0.13$ free-electron masses. The exponent then becomes

$$
\frac{4\Delta}{3eFa}=8.0,
$$

and the tunnelling factor rises to about $3\times10^{-4}$, comparable with activation at $T_{\rm eff}$. Direct tunnelling therefore cannot be neglected for these parameters. A lowered barrier would increase it further.

**Joule heating.** A current density $j$ produces the power density $jF$. For uniform heating of a film of thickness $d$ and thermal conductivity $\lambda$, with both faces held at 300 K, the steady heat equation is $\lambda\,d^2\theta/dz^2=-jF$. Its solution is $\theta=jFz(d-z)/(2\lambda)$, and at the centre

$$
\theta_{\max}=\frac{jFd^2}{8\lambda}\approx7.8\ {\rm K}.
$$

Using this warmer lattice in the interpolation raises $T_{\rm eff}$ from 491 to 496 K. The heating is proportional to $jF$. After switching the current rises while the field falls, so the correction stays small only if their product does.

### Relation to a memory cell

The field, 0.50 MV/cm, is in the rough range at which amorphous chalcogenide phase-change cells switch. A localization length near 1 nm and the other parameters are rough typical choices, not data for one device. Real cells can violate the assumption of a uniform field. Because $F$ and $a$ enter as a product, a wide region with a field 20% below or above the mean would have $T_{\rm eff}=432$ or 555 K at fixed $a$. This requires a field that is nearly constant over many hops. If it varies over a few nanometres, electrons sample both high and low fields, and the formula cannot be applied point by point.

A high effective temperature increases the occupation of shallow states and can assist conduction. It does not by itself establish threshold switching. Switching also depends on how the current varies with the field and on the external circuit, neither of which is modelled here.
